# Subband scattering rates in a film with white-noise roughness

## A film with two open subbands

Free electrons of mass $m$ are confined between hard walls at $z=0$ and $z=d$. The motion across the film is quantized, with wavenumbers $k_n=n\pi/d$ and energies

$$E_n=\frac{\hbar^2k_n^2}{2m}=\frac{\hbar^2\pi^2n^2}{2md^2},\qquad n=1,2,\dots$$

Move the upper wall outward by a small uniform distance $h$. Since $E_n\propto d^{-2}$, the level shifts by

$$\delta E_n=\frac{dE_n}{dd}\,h=-\frac{2E_n}{d}\,h=-\frac{\hbar^2\pi^2}{md^3}\,(n\cdot n)\,h .$$

The product $n\cdot n$ has one factor from the state before the action of the wall and one from the state after it. If $h$ varies along the film, the wall can also carry an electron from subband $n$ to subband $l$, and Lemma 1 shows that $n\cdot n$ then becomes $n\cdot l$. The probability of this process is proportional to $n^2l^2$.

Let two subbands be accessible, and let the roughness favour no in-plane direction or wavelength. In a common unit, an electron in subband 1 leaves its state at the rate $1^2(1^2+2^2)=5$, and one in subband 2 at the rate $2^2(1^2+2^2)=20$. The bracket, which sums over the destinations $l$ with weight $l^2$, is the same for both. The ratio is $2^2$.

## Assumptions and theorem

Let $\mathbf r=(x,y)$ be the position along the film and $A$ its large area. The lower wall is flat and the upper wall is at $z=d+h(\mathbf r)$. Angle brackets denote an average over roughness, with

$$\langle h(\mathbf r)\rangle=0,\qquad \langle h(\mathbf r)h(\mathbf r')\rangle=W\,\delta(\mathbf r-\mathbf r').$$

The two-dimensional delta function has unit length$^{-2}$, so $W$ has unit length$^4$. This white noise stands for a surface whose correlation length $\xi$ satisfies $k_F\xi\ll1$, where $k_F$ is the Fermi wavenumber. Heights and slopes are small, and the rate is taken to lowest order in $W$. Electrons do not interact, and the wall conserves spin.

**Theorem.** Let $k_Fd/\pi$ be non-integer and let $N$ be its integer part, so that $N$ subbands are open at the Fermi energy. An electron at that energy in subband $n\le N$ leaves its state at the rate

$$\boxed{\frac1{\tau_n}=\frac{\pi^4\hbar W}{md^6}\,n^2\sum_{l=1}^{N}l^2}\tag{1}$$

For $N\gg1$ this becomes

$$\frac1{\tau_n}\simeq\frac{\pi\hbar Wk_F^3}{3md^3}\,n^2=\frac{\hbar Wk_F^3}{3\pi md}\,k_n^2 .\tag{2}$$

Within these assumptions the $n^2$ law holds for any number of open subbands. Many subbands are needed for the closed prefactor in (2), not for the power of $n$.

## Lemma 1: the coupling

The flat-film states are

$$\Phi_{n\mathbf k}=\frac{e^{i\mathbf k\cdot\mathbf r}}{\sqrt A}\,\varphi_n(z),\qquad \varphi_n(z)=\sqrt{\frac2d}\,\sin k_nz,$$

with energy $E_{n\mathbf k}=\hbar^2(k^2+k_n^2)/2m$. Define $h_{\mathbf q}=A^{-1}\int d^2r\,h(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}$.

**Lemma 1.** To first order in $h$, the wall couples $(n,\mathbf k)$ to $(l,\mathbf k')$ through

$$V_{l\mathbf k',n\mathbf k}=-\frac{\hbar^2}{md}(-1)^{n+l}k_nk_l\,h_{\mathbf k'-\mathbf k}.\tag{3}$$

**Proof.** The wavefunction vanishes at the displaced wall. Expanding about $z=d$ gives

$$0=\psi(d+h)\simeq\psi(d)+h\,\partial_z\psi(d)\quad\Rightarrow\quad\psi(d)=-h\,\partial_z\psi(d).$$

The rough film is thereby replaced by a flat one with a nonzero boundary value. Let $c_{l\mathbf k'}=\int\Phi^*_{l\mathbf k'}\psi\,d^3r$ over the flat film. The Schrödinger equation gives

$$i\hbar\,\dot c_{l\mathbf k'}=-\frac{\hbar^2}{2m}\int\Phi^*_{l\mathbf k'}\nabla^2\psi\,d^3r .$$

Green's identity moves the Laplacian onto $\Phi^*$, where it produces $E_{l\mathbf k'}$, and leaves a surface term:

$$i\hbar\,\dot c_{l\mathbf k'}=E_{l\mathbf k'}c_{l\mathbf k'}-\frac{\hbar^2}{2m}\int d^2r\,\big[\Phi^*_{l\mathbf k'}\partial_z\psi-\psi\,\partial_z\Phi^*_{l\mathbf k'}\big]_{z=d}.$$

The lower wall contributes nothing, because both functions vanish there; the side boundaries cancel by periodicity. At $z=d$ the first term in the bracket vanishes because $\Phi^*=0$. Inserting the boundary value of $\psi$ in the second term gives

$$i\hbar\,\dot c_{l\mathbf k'}=E_{l\mathbf k'}c_{l\mathbf k'}-\frac{\hbar^2}{2m}\int d^2r\,h\,\big[\partial_z\Phi^*_{l\mathbf k'}\,\partial_z\psi\big]_{z=d}.$$

The last term already contains $h$, so at first order $\psi$ may be replaced there by $\sum c_{n\mathbf k}\Phi_{n\mathbf k}$. The coefficient of $c_{n\mathbf k}$ is

$$V_{l\mathbf k',n\mathbf k}=-\frac{\hbar^2}{2m}\,\varphi_l'(d)\,\varphi_n'(d)\,h_{\mathbf k'-\mathbf k}.$$

Since $\cos n\pi=(-1)^n$, the slope is $\varphi_n'(d)=\sqrt{2/d}\,k_n(-1)^n$. The product of two slopes supplies $2/d$, which yields (3). $\square$

For uniform $h$ and $l=n$, (3) reproduces $\delta E_n$ above. The off-diagonal part was tested on a wall at $d+a\cos Qx$, with $Q$ chosen to make two flat-film states degenerate. Here $h_{\pm Q}=a/2$, so the predicted splitting is $2|V|=\hbar^2k_nk_la/(md)$. Diagonalizing the corrugated film gave this splitting for the pairs (1,2), (1,3) and (2,3), as the numerical output shows.

## Lemma 2: the roughness spectrum

**Lemma 2.** For white noise, $\langle|h_{\mathbf q}|^2\rangle=W/A$ for every $\mathbf q$.

**Proof.** From the definition of $h_{\mathbf q}$,

$$\langle|h_{\mathbf q}|^2\rangle=\frac1{A^2}\int d^2r\,d^2r'\,W\delta(\mathbf r-\mathbf r')\,e^{-i\mathbf q\cdot(\mathbf r-\mathbf r')}=\frac1{A^2}\,WA=\frac WA .\qquad\square$$

The coupling strength therefore does not depend on the change of in-plane momentum. What remains is the dependence on $k_n$ and $k_l$.

## Proof of the theorem

A transition probability is the square of an amplitude, so its part of order $W$ needs only the first-order coupling (3). Fermi's golden rule gives

$$\frac1{\tau_n}=\frac{2\pi}\hbar\sum_l\sum_{\mathbf k'}\langle|V_{l\mathbf k',n\mathbf k}|^2\rangle\,\delta(E_F-E_{l\mathbf k'}).$$

By the lemmas, $\langle|V|^2\rangle=\hbar^4k_n^2k_l^2W/(m^2d^2A)$, which does not depend on $\mathbf k'$. The sum over $\mathbf k'$ therefore just counts states of one spin:

$$\sum_{\mathbf k'}\delta(E_F-E_{l\mathbf k'})=A\int_0^\infty\frac{k'\,dk'}{2\pi}\,\delta\!\left(E_F-E_l-\frac{\hbar^2k'^2}{2m}\right)=\frac{Am}{2\pi\hbar^2}.$$

The last equality uses $k'dk'=(m/\hbar^2)\,d(\hbar^2k'^2/2m)$ and holds if $E_l<E_F$. For a closed subband the integral is zero. Each open subband thus contributes

$$\frac{2\pi}{\hbar}\cdot\frac{\hbar^4k_n^2k_l^2W}{m^2d^2A}\cdot\frac{Am}{2\pi\hbar^2}=\frac{\hbar W}{md^2}\,k_n^2k_l^2 .$$

Summing over $l\le N$ and inserting $k_n=n\pi/d$ and $k_l=l\pi/d$ gives (1).

For the limit, use

$$\sum_{l=1}^Nl^2=\frac{N(N+1)(2N+1)}6=\frac{N^3}3+\frac{N^2}2+\frac N6 .$$

Write $k_Fd/\pi=N+f$ with $0\le f<1$. Then $(k_Fd/\pi)^3/3=N^3/3+fN^2+\dots$. The sum exceeds this by $(\tfrac12-f)N^2$ at leading order, a relative difference of $3(\tfrac12-f)/N$, which vanishes as $N$ grows. Replacing the sum in (1) by $(k_Fd/\pi)^3/3$ gives (2). $\square$

The golden rule was also tested by following the quantum evolution of three open subbands in random roughness. The decay rates were in the ratios 4.04 and 8.96 to that of $n=1$, against 4 and 9 from (1). Each rate lay about 3 to 4% below the formula, relative to the formula, within the 15% tolerance set for the test; the cause of this deficit was not separated. The averages are over only three roughness samples, so the test supports the $n^2$ law to several percent, not to the 1% that these ratios suggest. This calculation took (3) as given, so it tests the decay law and not the coupling.

## A second proof of the limit, from one wall

The two factors of $n$ have a direct meaning when the electron is viewed as a wave bouncing between the walls.

Place the mean position of the rough wall at $z=0$, with the electron at $z<0$. A flat wall gives

$$\psi_0=e^{i\mathbf k\cdot\mathbf r}\big(e^{ik_nz}-e^{-ik_nz}\big),\qquad \partial_z\psi_0(0)=2ik_n\,e^{i\mathbf k\cdot\mathbf r}.$$

The first-order boundary condition is $\psi_1(0)=-h\,\partial_z\psi_0(0)$. The scattered wave with in-plane wavevector $\mathbf k'$ therefore has amplitude $-2ik_nh_{\mathbf k'-\mathbf k}$. It travels away from the wall with normal wavenumber $k_z'=\sqrt{k_F^2-k'^2}$; for $k'>k_F$ it is evanescent and carries no flux. Normal flux is proportional to amplitude squared times normal wavenumber, so the fraction of the incident flux lost from the specular beam is

$$p_n=\sum_{k'<k_F}4k_n^2\,\frac WA\,\frac{k_z'}{k_n}=4k_nW\int_0^{k_F}\frac{k'\,dk'}{2\pi}\sqrt{k_F^2-k'^2}.$$

The integral is $\frac1{2\pi}\cdot\frac{k_F^3}3$, hence

$$p_n=\frac{2Wk_F^3}{3\pi}\,k_n .\tag{4}$$

The normal speed is $\hbar k_n/m$ and a round trip has length $2d$, so the electron meets the rough wall at the frequency $\nu_n=\hbar k_n/(2md)$. The product is

$$\nu_np_n=\frac{\hbar k_n}{2md}\cdot\frac{2Wk_F^3k_n}{3\pi}=\frac{\hbar Wk_F^3}{3\pi md}\,k_n^2,$$

which is (2). An electron in a high subband meets the wall more often, by a factor $n$, and loses more at each meeting, by another factor $n$. The standing wave is steeper at the wall in proportion to $k_n$, so the scattered flux grows as $k_n^2$; dividing by the incident flux, which grows as $k_n$, leaves one factor $n$ in the loss per meeting.

## Remarks on scope

**Fixed energy.** The law compares subbands at one energy, for which the sum over destinations is common. Consider instead an electron just above the bottom of its own subband. Its energy is close to $E_n$, so the open subbands are $l\le n$, and (1) becomes

$$\frac1{\tau_n}=\frac{\pi^4\hbar W}{md^6}\,n^2\,\frac{n(n+1)(2n+1)}6\simeq\frac{\pi^4\hbar W}{3md^6}\,n^5\qquad(n\gg1).$$

Three further powers come from the growing number and strength of the exits.

**Two rough walls.** At the lower wall $|\varphi_n'(0)|=\sqrt{2/d}\,k_n$, the same as at the upper one. If the two roughness profiles are independent, the cross terms average to zero, and $W$ is replaced by $W_1+W_2$. The $n^2$ law is unchanged.

**Small loss.** For large $n$ the subband spacing is $\hbar^2k_n(\pi/d)/m=2\pi\hbar\nu_n$. The level width $\hbar/\tau_n=\hbar\nu_np_n$ relative to this spacing is $p_n/2\pi$. A small loss per collision therefore also keeps the subbands resolved.

**Finite correlation length.** Strict white noise has infinite mean-square height, so the lowest order in height must be taken first and $k_F\xi\to0$ afterwards. For the correlation $\Delta^2e^{-r^2/\xi^2}$, with rms height $\Delta$, the Fourier transform is

$$S(q)=\pi\Delta^2\xi^2e^{-q^2\xi^2/4},\qquad W=S(0)=\pi\Delta^2\xi^2 .$$

The mean-square slope is minus the Laplacian of the correlation at $r=0$, which is $4\Delta^2/\xi^2$, so the rms slope is $s=2\Delta/\xi$.

In the golden rule $W$ is now replaced by $S(q)$ with $q^2=k^2+k'^2-2kk'\cos\theta$, where $\theta$ is the scattering angle. For $k_F\xi\ll1$, expand the exponential to first order and average over $\theta$. The cosine drops out, leaving $W[1-(k^2+k'^2)\xi^2/4]$. At fixed energy a higher subband has a smaller in-plane $k$, so its rate is lowered less, and the rates grow faster than $n^2$. With $k^2=k_F^2-k_n^2$, the ratio of subbands $N$ and 1 becomes

$$\frac{1/\tau_N}{N^2/\tau_1}\simeq1+\frac{(k_N^2-k_1^2)\xi^2}4 .\tag{5}$$

In common metals, from caesium to aluminium, the free-electron $k_F$ runs from about 6 to 18 nm$^{-1}$. Even $\xi=0.2$ nm then gives $k_F\xi>1$, outside the white-noise regime, and the $n^2$ law should not be assumed there.

## Worked example

Take a model conductor of low density with the free-electron mass, $k_F=2.0$ nm$^{-1}$, $d=30$ nm, $\Delta=0.02$ nm and $\xi=0.20$ nm. Then $k_F\xi=0.40$, the rms slope is 0.20, and

$$W=\pi(0.02)^2(0.20)^2\ \text{nm}^4=5.03\times10^{-5}\ \text{nm}^4 .$$

Since $k_Fd/\pi=19.10$, there are $N=19$ open subbands and $\sum l^2=2470$. With $\hbar/m=1.158\times10^{14}$ nm$^2$/s, (1) gives for the lowest subband

$$\frac1{\tau_1}=\frac{\pi^4(1.158\times10^{14})(5.03\times10^{-5})(2470)}{30^6}\ \text{s}^{-1}=1.92\times10^6\ \text{s}^{-1}.$$

The highest subband has $19^2=361$ times this rate, $6.93\times10^8$ s$^{-1}$. The corresponding white-noise lifetimes are about 520 ns and 1.4 ns. To lowest order in $W$, the finite $\xi$ lowers the rates slightly: the correction $(k^2+k'^2)\xi^2/4$ found above, averaged over the open subbands with weight $l^2$, is about 5.5% for $n=1$ and 1.5% for $n=19$. At this slope the neglected higher orders in the height can also change the rates by a few percent, so the net shift is not determined here. The rates above describe wall scattering alone; any other scattering process in the film adds to them. The numbers illustrate the formula and do not describe a real surface. The conditions $\Delta\ll\xi\ll1/k_F=0.5$ nm force a height far below an atomic step, and $\Delta=0.2$ nm at the same $\xi$ would give a slope of 2, outside the theory. With the free mass and no dielectric screening this density has $r_s\approx18$, where neglecting the interaction is not safe. The rates also refer to one energy: $E_F$ lies only 1.6 meV above the bottom of subband 19, so $k_BT$ must be well below that. Averaged over the thermal window at fixed chemical potential, the white-noise ratio of subbands 19 and 1 exceeds $19^2$ by about 9% at 77 K and about 30% at 300 K.

The closed formula (2) replaces 2470 by 2322 and gives $1.81\times10^6$ s$^{-1}$ for $n=1$. The sum is 6% larger than its limit, as expected from $3(\tfrac12-0.10)/19\approx0.06$.

The one-wall picture separates the factors. From $n=1$ to $n=19$ the collision frequency rises from $2.02\times10^{11}$ to $3.84\times10^{12}$ s$^{-1}$, and the loss per collision from $8.9\times10^{-6}$ to $1.70\times10^{-4}$. Each grows 19-fold. For $n=19$ the product is $6.5\times10^8$ s$^{-1}$, in agreement with (2). The level width there is $3.0\times10^{-5}$ of the gap to the next lower subband, so the subbands are well resolved.

The white-noise idealization can be checked as well. Equation (5), with $k_N^2-k_1^2=(19^2-1)(2.0/19.10)^2=3.95$ nm$^{-2}$, predicts a ratio of $1+3.95\times0.04/4=1.04$. The direct sum over subbands and angles also gives 1.04, so the $n^2$ law holds to 4% between the extreme subbands. For $\xi=1.2$ nm, where $k_F\xi=2.4$, the same sum gives 2.4: the highest subband scatters more than twice as strongly, relative to the lowest, as $n^2$ would say.

## Computed values

```
Corrugated wall, units d = 1, hbar^2/2m = 1, amplitude 0.002
  splitting 1,2: computed 0.07896, formula 0.07896
  splitting 1,3: computed 0.11842, formula 0.11844
  splitting 2,3: computed 0.23686, formula 0.23687
Random roughness, units d = 1, hbar = 1, m = 1/2
  W = 5.0e-05, energy = 118, open subbands = 3
  decay rate n=1: simulated 0.131, formula 0.136
  decay rate n=2: simulated 0.530, formula 0.545
  decay rate n=3: simulated 1.176, formula 1.227
  simulated ratios to n=1: 4.04, 8.96
Worked example, free-electron mass
  Fermi wavenumber = 2.0 1/nm
  Fermi energy = 0.1524 eV
  thickness = 30.0 nm
  rms height = 0.02 nm, correlation length = 0.20 nm
  rms slope = 0.20
  roughness strength W = 5.0265e-05 nm^4
  kF d/pi = 19.0986, open subbands N = 19
  sum of l^2 = 2470
  many-subband value of sum = 2322.1
  hbar/m = 1.15768e+14 nm^2/s
  n=1: rate 1.9206e+06 1/s, many-subband 1.8056e+06 1/s
  n=2: rate 7.6822e+06 1/s, many-subband 7.2222e+06 1/s
  n=5: rate 4.8014e+07 1/s, many-subband 4.5139e+07 1/s
  n=10: rate 1.9206e+08 1/s, many-subband 1.8056e+08 1/s
  n=19: rate 6.9332e+08 1/s, many-subband 6.5181e+08 1/s
  n=1: collisions 2.0205e+11 1/s, loss per collision 8.9361e-06
  n=19: collisions 3.8390e+12 1/s, loss per collision 1.6979e-04
  lifetime n=1: 520.68 ns
  lifetime n=19: 1.442 ns
  hbar*rate / gap to next lower subband, n=19: 2.952e-05
Growth rate_N/(N^2 rate_1), equal to 1 for white noise
  kF xi = 0.40: 1.0397
  xi = 1.2 nm, kF xi = 2.40: 2.3879
```
